**Bond length, p-d hopping and level repulsion in a hafnia-like bond**

With Harrison's law V = η(ħ²/m) r_d^(3/2)/d^(7/2), a 2 percent shorter bond has 7.3 percent larger hopping V and a 15.2 percent larger second-order level push V²/Δ. Here d is the bond length, r_d the d-state radius, η the bond-symmetry coefficient, m the electron mass and Δ the fixed p-d level separation. The power law is a premise; the program asserts that its consequences agree with series expansions and with diagonalization at weak coupling. It also asserts the local power (7/2)(1 + Δ/R), with R = √(Δ² + 4V²), against finite differences of the diagonalized push. At the example's actual coupling the push rises by 14.5 percent for the pi bond and 13.0 percent for the sigma bond. When one bond shortens and the opposite one lengthens, the second-order push on the d level rises by only 1.1 percent. An unscreened point-charge estimate of the change in Δ cuts the single-bond rise to about 8 percent. Further assertions cover the d^(−4) tail-matching law and the thermal average of V².

## Verification by program

```python
"""
Result under test: with Harrison's p-d hopping
    V = eta * (hbar^2/m) * r_d^(3/2) / d^(7/2),
a bond shortened by the fraction x = 0.02 has |V| larger by about 7 percent,
and the second-order level push V^2/Delta larger by about 15 percent,
when Delta is fixed and |V| is much smaller than Delta.

Symbols: d bond length (nm), r_d metal d-state radius (nm), eta symmetry
coefficient, Delta = E_d - E_p level separation (eV), x fractional shortening.
The push is the upward shift of the d level caused by the oxygen p levels.
"""
import numpy as np
from scipy import constants as const

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e18       # eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9         # eV nm

bond = 0.21            # nm, rough Hf-O length
radius_d = 0.14        # nm, rough d-state radius
separation = 6.0       # eV, rough, of the order of the gap
x = 0.02               # fractional shortening
eta = {"sigma": -2.95, "pi": 1.36}
charge_hf, charge_o = 2.0, -1.0   # rough effective charges, units of e
rms_motion = 0.006     # nm, rough bond-length fluctuation near 300 K
short = bond * (1 - x)
long = bond * (1 + x)


def hopping(length, coefficient):
    return coefficient * HBAR2_OVER_M * radius_d**1.5 / length**3.5


def push(hoppings, delta):
    """Shift of the d level from diagonalizing one d and several p levels."""
    size = len(hoppings) + 1
    matrix = np.zeros((size, size))
    matrix[0, 0] = delta
    matrix[0, 1:] = hoppings
    matrix[1:, 0] = hoppings
    return np.linalg.eigvalsh(matrix)[-1] - delta


def percent(ratio):
    return 100 * (ratio - 1)


# Hopping ratio from absolute values, against the power series in x.
hop_ratio = hopping(short, eta["sigma"]) / hopping(bond, eta["sigma"])
hop_series = 1 + 3.5 * x + 63 * x**2 / 8
assert abs(hop_ratio - hop_series) < 1.5e-4     # next term is 1.2e-4
assert round(percent(hop_ratio)) == 7

# Square law: diagonalization with all hoppings scaled down to weak coupling.
weak = 0.01
weak_old = push([weak * hopping(bond, eta["sigma"])], separation)
weak_new = push([weak * hopping(short, eta["sigma"])], separation)
weak_ratio = weak_new / weak_old
push_ratio = (1 - x)**-7
assert abs(weak_ratio - push_ratio) < 2e-5
assert abs(weak_ratio - (1 + 7 * x + 28 * x**2)) < 8e-4   # next term 6.7e-4
assert round(percent(weak_ratio)) == 15

# Actual coupling strengths, and the local bond-length exponent of the push.
results = {}
for name, coefficient in eta.items():
    v_old = hopping(bond, coefficient)
    v_new = hopping(short, coefficient)
    s_old = push([v_old], separation)
    s_new = push([v_new], separation)
    root = np.sqrt(separation**2 + 4 * v_old**2)
    exponent = 3.5 * (1 + separation / root)
    h = 1e-4
    s_plus = push([hopping(bond * np.exp(h), coefficient)], separation)
    s_minus = push([hopping(bond * np.exp(-h), coefficient)], separation)
    slope = -(np.log(s_plus) - np.log(s_minus)) / (2 * h)
    assert abs(slope - exponent) < 1e-5
    assert abs(s_old - (root - separation) / 2) < 1e-12
    results[name] = (v_old, v_new, s_old, s_new, exponent)

# Size of the first correction to the second-order push, weaker (pi) bond.
v_pi = results["pi"][0]
two_terms = v_pi**2 / separation - v_pi**4 / separation**3
assert abs(results["pi"][2] - two_terms) < 2 * v_pi**6 / separation**5

# Metal between two opposed oxygens: one bond shortens, the other lengthens.
v_mid = weak * hopping(bond, eta["sigma"])
v_near = weak * hopping(short, eta["sigma"])
v_far = weak * hopping(long, eta["sigma"])
# The p lobes on opposite sides couple with opposite signs.
polar_ratio = (push([v_near, -v_far], separation)
               / push([v_mid, -v_mid], separation))
assert abs(polar_ratio - (1 + 28 * x**2)) < 5e-5   # next term 3.4e-5


# Electrostatic change of the separation, one pair of unscreened charges.
def pair_separation(length):
    electron_on_hf = -charge_o * COULOMB / length
    electron_on_o = -charge_hf * COULOMB / length
    return electron_on_hf - electron_on_o


widening = pair_separation(short) - pair_separation(bond)
assert abs(widening / pair_separation(bond) - x - x**2) < 1e-5
wide = separation + widening
wide_ratio = push([v_near], wide) / push([v_mid], separation)
assert abs(wide_ratio - push_ratio * separation / wide) < 2e-5
wide_real = {name: push([r[1]], wide) / r[2] for name, r in results.items()}


# Tail of a d orbital, P2(cos)/r^3, projected on a p wave about the neighbour.
def p_wave_part(length):
    mu, weight = np.polynomial.legendre.leggauss(40)
    rho = 0.2 * length
    z = length + rho * mu
    r = np.sqrt(z**2 + rho**2 * (1 - mu**2))
    tail = (3 * (z / r)**2 - 1) / 2 / r**3
    return 1.5 * np.sum(weight * mu * tail) / rho


tail_ratio = p_wave_part(short) / p_wave_part(bond)
assert abs(tail_ratio - (1 - x)**-4) < 1e-9


# Thermal average of V^2 over a Gaussian spread of bond lengths.
def mean_square_hopping(length):
    node, weight = np.polynomial.hermite.hermgauss(12)
    lengths = length + np.sqrt(2) * rms_motion * node
    values = hopping(lengths, eta["sigma"])**2
    return np.sum(weight * values) / np.sqrt(np.pi)


thermal_gain = mean_square_hopping(bond) / hopping(bond, eta["sigma"])**2
assert abs(thermal_gain - 1 - 28 * (rms_motion / bond)**2) < 5e-4
thermal_ratio = mean_square_hopping(short) / mean_square_hopping(bond)
assert abs(thermal_ratio - push_ratio) < 0.005

print("INPUTS (rough, round)")
print(f"bond length: {bond:.3f} nm; shortened: {short:.4f} nm")
print(f"d-state radius: {radius_d:.2f} nm")
print(f"level separation: {separation:.1f} eV")
print(f"hbar^2/m: {HBAR2_OVER_M:.5f} eV nm^2")
print(f"eta sigma: {eta['sigma']:.2f}; eta pi: {eta['pi']:.2f}")
print("MAIN RESULTS")
print(f"hopping ratio: {hop_ratio:.5f}")
print(f"hopping rise: {percent(hop_ratio):.2f} percent")
print(f"hopping rise, linear term only: {350 * x:.1f} percent")
print(f"second-order push ratio: {push_ratio:.5f}")
print(f"second-order push rise: {percent(push_ratio):.2f} percent")
print(f"push rise, linear term only: {700 * x:.1f} percent")
print(f"push rise, weak-coupling diagonalization: "
      f"{percent(weak_ratio):.2f} percent")
for name, (v0, v1, s0, s1, power) in results.items():
    print(f"{name.upper()} BOND")
    print(f"hopping before, after: {v0:.3f}, {v1:.3f} eV")
    print(f"|V|/separation before: {abs(v0) / separation:.3f}")
    print(f"second-order push before, after: "
          f"{v0**2 / separation:.4f}, {v1**2 / separation:.4f} eV")
    print(f"diagonalized push before, after: {s0:.4f}, {s1:.4f} eV")
    print(f"diagonalized push rise: {percent(s1 / s0):.2f} percent")
    print(f"local inverse power of push in d: {power:.3f}")
    print(f"push rise with widened separation: "
          f"{percent(wide_real[name]):.2f} percent")
print("OPPOSED BONDS, one shorter and one longer by 2 percent")
print(f"second-order push rise: {percent(polar_ratio):.2f} percent")
print("NEGLECTED EFFECTS")
print(f"charges Hf, O: {charge_hf:+.0f}, {charge_o:+.0f} e")
print(f"unscreened pair widening of separation: {widening:.3f} eV")
print(f"second-order push rise then: {percent(wide_ratio):.2f} percent")
print(f"d^-4 law, hopping rise: {percent(tail_ratio):.2f} percent")
print(f"d^-4 law, push rise: {percent(tail_ratio**2):.2f} percent")
print(f"rms bond-length motion: {rms_motion:.3f} nm")
print(f"thermal gain of mean V^2: {percent(thermal_gain):.2f} percent")
print(f"rise of mean V^2 on shortening, with motion: "
      f"{percent(thermal_ratio):.2f} percent")
print("no test failed")
```

Running it gives:

```
INPUTS (rough, round)
bond length: 0.210 nm; shortened: 0.2058 nm
d-state radius: 0.14 nm
level separation: 6.0 eV
hbar^2/m: 0.07620 eV nm^2
eta sigma: -2.95; eta pi: 1.36
MAIN RESULTS
hopping ratio: 1.07327
hopping rise: 7.33 percent
hopping rise, linear term only: 7.0 percent
second-order push ratio: 1.15191
second-order push rise: 15.19 percent
push rise, linear term only: 14.0 percent
push rise, weak-coupling diagonalization: 15.19 percent
SIGMA BOND
hopping before, after: -2.775, -2.978 eV
|V|/separation before: 0.462
second-order push before, after: 1.2831, 1.4780 eV
diagonalized push before, after: 1.0864, 1.2270 eV
diagonalized push rise: 12.95 percent
local inverse power of push in d: 6.070
push rise with widened separation: 7.57 percent
PI BOND
hopping before, after: 1.279, 1.373 eV
|V|/separation before: 0.213
second-order push before, after: 0.2727, 0.3141 eV
diagonalized push before, after: 0.2613, 0.2992 eV
diagonalized push rise: 14.50 percent
local inverse power of push in d: 6.720
push rise with widened separation: 7.63 percent
OPPOSED BONDS, one shorter and one longer by 2 percent
second-order push rise: 1.12 percent
NEGLECTED EFFECTS
charges Hf, O: +2, -1 e
unscreened pair widening of separation: 0.420 eV
second-order push rise then: 7.66 percent
d^-4 law, hopping rise: 8.42 percent
d^-4 law, push rise: 17.54 percent
rms bond-length motion: 0.006 nm
thermal gain of mean V^2: 2.33 percent
rise of mean V^2 on shortening, with motion: 15.30 percent
no test failed
```
